# Effective diffusion of dopants in equilibrium with immobile clusters

A heavily doped semiconductor is annealed. Some dopant atoms sit alone and can diffuse; the others are bound in clusters of $m$ atoms that do not move. Let $C(x,t)$ be the density of single, mobile atoms, $N(x,t)$ the density of clusters, and

$$T=C+mN$$

the total density of dopant atoms. Single atoms have diffusivity $D$, which may depend on $C$, and their flux is $J=-D\,\partial_x C$. Clusters form at the rate $k_f C^m$ and dissolve at the rate $k_r N$ per unit volume. Their ratio $K=k_f/k_r$ is the equilibrium constant, uniform in space and constant in time. Electric charge is left out until part (f).

The numerical example uses $m=4$ and $D=10^{-14}\ \mathrm{cm^2/s}$, which is $1\ \mathrm{nm^2/s}$. The constant $K$ is chosen so that half of the dopant is clustered when $C=C_r=2\times10^{20}\ \mathrm{cm^{-3}}$. The numbers quoted below are in the numerical output that follows the text, or follow from the formulas and that output by simple arithmetic.

**(a) Write the rate equations for $C$ and $N$. What does local equilibrium mean, and what equation does the total density obey?**

*Solution.* The net rate of cluster formation is

$$R=k_fC^m-k_rN=k_r\,(KC^m-N).$$

Each new cluster removes $m$ single atoms, and clusters do not move, so

$$\partial_t N=R,\qquad \partial_t C=\partial_x(D\,\partial_xC)-mR .$$

Solving the definition of $R$ for $N$ gives $N=KC^m-R/k_r$. When exchange is fast compared with diffusion, the last term is negligible and

$$N=KC^m .$$

This does not mean that $R$ vanishes. As $C$ changes, $N$ must follow it, so $R=\partial_tN$ stays finite. It is the small ratio $R/k_r$ that is dropped. Setting $R=0$ in the equation for $C$ would lose the atoms that clusters take up or release.

The unknown $R$ is removed by adding $m$ times the first rate equation to the second:

$$\partial_tT=\partial_tC+m\,\partial_tN=\partial_x(D\,\partial_xC).\tag{1}$$

This holds at any reaction rate, because reactions move atoms between the two forms without changing their number. The total is carried by the gradient of the mobile density alone.

**(b) Turn (1) into a closed diffusion equation for $T$ and find its effective diffusivity. Where must this diffusivity stand relative to the derivatives?**

*Solution.* In local equilibrium

$$T=C+mKC^m,\qquad \frac{dT}{dC}=1+m\cdot mKC^{m-1}=1+m^2KC^{m-1}.$$

The derivative is positive, so $T$ rises steadily with $C$, and each total density belongs to one mobile density. Since $K$ is uniform, the chain rule gives

$$\partial_xT=\frac{dT}{dC}\,\partial_xC
\quad\Longrightarrow\quad
\partial_xC=\frac{\partial_xT}{1+m^2KC^{m-1}} .$$

Inserting this in (1) yields

$$\partial_tT=\partial_x\!\left(D_{\rm eff}\,\partial_xT\right),\qquad
D_{\rm eff}=\frac{D}{1+m^2KC^{m-1}} .\tag{2}$$

The $C$ in this formula is the mobile density, to be found from $T=C+mKC^m$. It is not the total.

The two factors $m$ have different origins. One counts the atoms in a cluster. The other is the order of the mass-action law: a small relative change in $C$ produces a relative change in $N$ that is $m$ times larger.

The diffusivity stands inside the outer derivative. Expanding (2),

$$\partial_tT=D_{\rm eff}\,\partial_x^2T+\frac{dD_{\rm eff}}{dT}(\partial_xT)^2 .$$

Suppose the second term were dropped. With zero slope at both ends, integration by parts gives the rate of change of the dose:

$$\int D_{\rm eff}\,\partial_x^2T\,dx=-\int\frac{dD_{\rm eff}}{dT}(\partial_xT)^2dx .$$

For constant $D$ and $m\ge2$, $D_{\rm eff}$ falls with $T$, so the right side is positive and dopant would be created from nothing. For the starting profile of part (e), the false gain is initially 1.4 % of the dose per minute.

The mobile density obeys a different equation. Because $K$ is constant in time, $\partial_tT=(dT/dC)\,\partial_tC$, and for constant $D$ equation (1) becomes $\partial_tC=D_{\rm eff}\,\partial_x^2C$. Here $D_{\rm eff}$ does stand outside. The two forms agree, but they apply to different densities.

If $K$ varied in space, the chain rule would contain a further term, $\partial_xT=(dT/dC)\,\partial_xC+mC^m\partial_xK$, and the flux would be

$$J=-D_{\rm eff}\left(\partial_xT-mC^m\,\partial_xK\right).$$

A uniform total would then still drift, and an effective diffusivity alone would not describe the motion.

**(c) Examine the dilute and the strongly clustered limits, and evaluate $D_{\rm eff}$ for the example. Then find the diffusivity of a few tagged atoms in a uniform background. Why does it differ from $D_{\rm eff}$?**

*Solution.* Define

$$S=m^2KC^{m-1}=\frac{m^2N}{C},\qquad D_{\rm eff}=\frac{D}{1+S}.$$

For $S\ll1$, $D_{\rm eff}\approx D(1-S)$, and clusters hardly matter. The ratio of clustered to mobile atoms is $mN/C=S/m$. For $S\gg m$, therefore, $T\approx mKC^m$, so that $S=m(mKC^m)/C\approx mT/C$ and

$$D_{\rm eff}\approx\frac{D}{m}\,\frac{C}{T},\qquad C\approx\left(\frac{T}{mK}\right)^{1/m}.$$

In this limit $D_{\rm eff}$ falls as $T^{-(m-1)/m}$ if $D$ is constant. For $m=1$, an atom held singly at a uniform supply of unsaturated traps, the result reduces to $D/(1+K)$ at every density.

In the example, equal numbers of clustered and mobile atoms at $C_r$ mean $mKC_r^{m}=C_r$, or

$$K=\frac{1}{4\,(2\times10^{20}\ \mathrm{cm^{-3}})^3}=3.125\times10^{-62}\ \mathrm{cm^9}.$$

Hence $S=4(C/C_r)^3$ and $T=C[1+(C/C_r)^3]$. Three densities show the change:

- At $C=5\times10^{19}\ \mathrm{cm^{-3}}$, $S=4/64=0.0625$. The total is $5.08\times10^{19}\ \mathrm{cm^{-3}}$ and $D_{\rm eff}=9.41\times10^{-15}\ \mathrm{cm^2/s}$.
- At $C=10^{20}\ \mathrm{cm^{-3}}$, $S=4/8=0.5$. The total is $1.125\times10^{20}\ \mathrm{cm^{-3}}$ and $D_{\rm eff}=6.67\times10^{-15}\ \mathrm{cm^2/s}$.
- At $C=C_r$, $S=4$. The total is $4\times10^{20}\ \mathrm{cm^{-3}}$ and $D_{\rm eff}=2\times10^{-15}\ \mathrm{cm^2/s}$.

At $C_r$ half of the atoms are mobile, yet the diffusivity has fallen to a fifth.

Now let $c^*$ be the density of tagged single atoms and $b^*$ that of tagged atoms inside clusters, while $C$ and $N$ are uniform and in equilibrium. Cluster formation consumes $mk_fC^m$ atoms per unit volume and time, so each single atom is captured at the rate $mk_fC^{m-1}=mk_rKC^{m-1}$. Each clustered atom is released at the rate $k_r$. Fast exchange balances the two flows:

$$mk_rKC^{m-1}c^*=k_rb^*\quad\Longrightarrow\quad b^*=mKC^{m-1}c^* .$$

The tagged total is $c^*+b^*=(1+mKC^{m-1})c^*$, and its flux is $-D\,\partial_xc^*$. Therefore

$$D_{\rm tag}=\frac{D}{1+mKC^{m-1}}=D\,\frac{C}{T}.$$

This is $D$ times the fraction of time that an atom spends free, which gives $5\times10^{-15}\ \mathrm{cm^2/s}$ at $C_r$. Tagging changes neither $C$ nor $N$, so the capture rate per atom is the same everywhere. A gradient of the total density does change it: where there is more dopant, a larger share is clustered. The gradient of $C$ is then weaker than the gradient of $T$ multiplied by the mobile fraction, and the second factor $m$ appears.

**(d) How fast must the clusters exchange atoms for (2) to hold? Treat a small ripple on a uniform background. Then allow the clusters a small diffusivity $D_{\rm cl}$.**

*Solution.* Let the deviations $\delta C$ and $M=m\,\delta N$ vary as $e^{iqx-\lambda t}$, and write $a=Dq^2$, with $D$ and $S$ taken at the background density. To first order,

$$m\,\delta R=k_r\left(m^2KC^{m-1}\delta C-m\,\delta N\right)=k_r(S\,\delta C-M).$$

The rate equations become

$$-\lambda\,\delta C=-a\,\delta C-k_r(S\,\delta C-M),\qquad -\lambda M=k_r(S\,\delta C-M).$$

The second gives $M=k_rS\,\delta C/(k_r-\lambda)$. Inserting this in the first and dividing by $-\delta C$,

$$\lambda=a+k_rS-\frac{k_r^2S}{k_r-\lambda}.$$

Multiplication by $k_r-\lambda$ cancels the terms $k_r^2S$ and leaves

$$\lambda^2-[a+k_r(1+S)]\lambda+ak_r=0 .$$

One root is fast and describes the return to local equilibrium. For the slow root, rearrange the equation as

$$\lambda=\frac{a}{1+S}-\frac{\lambda(a-\lambda)}{k_r(1+S)} .$$

For large $k_r$ the first term dominates: $\lambda_0=a/(1+S)=D_{\rm eff}q^2$, in agreement with (2). Putting $\lambda_0$ into the small term, with $a-\lambda_0=aS/(1+S)$, gives

$$\lambda\approx D_{\rm eff}q^2\left[1-\frac{Dq^2\,S}{k_r(1+S)^2}\right].\tag{3}$$

Local equilibrium requires the correction to be small. Since $S/(1+S)^2$ never exceeds $1/4$, it is enough that $Dq^2\ll k_r$. In the opposite case, $a\gg k_r(1+S)$, the slow root is $\lambda\approx k_r$. The mobile part of the ripple then decays quickly, at about the rate $a$, while the clustered part waits for clusters to dissolve. No single diffusivity describes both.

For the example take $k_r=0.1\ \mathrm{s^{-1}}$ and $q=1/(15\ \mathrm{nm})$, a length equal to the edge width of the profile in part (e). Then $Dq^2=1/225=0.0044\ \mathrm{s^{-1}}$, and at $S=4$ the correction is $0.044\times4/25=0.7\ \%$ of the decay rate.

If clusters move while remaining in equilibrium, they add $-mD_{\rm cl}\,\partial_xN=-SD_{\rm cl}\,\partial_xC$ to the flux of atoms. The same chain rule then gives

$$D_{\rm eff}=\frac{D+S\,D_{\rm cl}}{1+S}.$$

With $D_{\rm cl}=D/100$ and $S=4$, the numerator rises by 4 %. The assumption of immobility thus requires $SD_{\rm cl}\ll D$, which is stricter than $D_{\rm cl}\ll D$ when clustering is strong.

**(e) A doped layer starts with the total density $T=\tfrac12T_0\,\mathrm{erfc}[(x-100\ \mathrm{nm})/15\ \mathrm{nm}]$, where $T_0=4\times10^{20}\ \mathrm{cm^{-3}}$. It is annealed for 1800 s with a reflecting surface. What do clusters do to its spreading and to the number of mobile atoms?**

*Solution.* Equation (2) was integrated numerically and compared with the two rate equations of part (a), in which $D_{\rm eff}$ does not occur. With $k_r=0.1\ \mathrm{s^{-1}}$, the largest difference between the final profiles is 0.05 % of $T_0$. If $m^2$ is replaced by $m$ in (2), the difference becomes 9 % of $T_0$, so this test separates the two formulas clearly.

The depth at which $T=10^{19}\ \mathrm{cm^{-3}}$ starts at 121 nm. It reaches 208 nm with clusters and 219 nm without them, for the same $D$ and the same initial total. The advance is thus 87 nm instead of 99 nm, a reduction of 12 %, although $D_{\rm eff}$ in the dense layer is five times smaller than $D$. At the level where the depth is read, $S\approx4(0.05)^3=0.0005$, so $D_{\rm eff}$ is practically $D$. Clusters slow the supply from the dense region, but they do not slow the dilute tail itself.

The dense region shows the effect more directly. Near the surface the total falls by less than 0.1 %, to $3.997\times10^{20}\ \mathrm{cm^{-3}}$. Without clusters it falls by 10 %, to $3.60\times10^{20}\ \mathrm{cm^{-3}}$.

Spreading also dissolves clusters. With no flux through the ends, one integration by parts gives

$$\frac{d}{dt}\int C\,dx=\int\frac{dC}{dT}\,\partial_x(D_{\rm eff}\partial_xT)\,dx
=-\int\frac{d^2C}{dT^2}\,D_{\rm eff}(\partial_xT)^2dx .$$

Since $dC/dT=1/(1+S)$ falls with density for $m\ge2$, its derivative is negative and the mobile dose grows. In the example it rises from $2.11\times10^{15}$ to $2.45\times10^{15}\ \mathrm{cm^{-2}}$, or from 53 % to 61 % of the total dose of $4.0\times10^{15}\ \mathrm{cm^{-2}}$. If single atoms are the electrically active ones, this is a gain in activation at the anneal temperature. Cooling slow enough for further clustering would lower it.

**(f) Let the single atoms be ionized donors, and let each neutral cluster bind $m$ donors and $m$ electrons. How do the built-in field and the bound electrons change $D_{\rm eff}$?**

*Solution.* Let $\eta=(E_F-E_c)/k_BT_a$ be the reduced Fermi level, with $E_c$ the conduction-band edge and $T_a$ the anneal temperature. Electrons move much faster than donors, so $E_F$ is flat. If band-gap narrowing by the heavy doping is neglected, the band edge is $E_c=-e\phi+\text{const}$, where $\phi$ is the electric potential, and therefore $e\phi=k_BT_a\,\eta+\text{const}$. The force on a donor of charge $+e$ is $-e\,\partial_x\phi=-k_BT_a\,\partial_x\eta$. With the Einstein relation for dilute donors, drift adds to diffusion:

$$J=-D(\partial_xC+C\,\partial_x\eta)=-hD\,\partial_xC,\qquad h=1+\frac{d\eta}{d\ln C}.$$

The field pushes donors down their density gradient and strengthens the flux.

Cluster equilibrium equates the chemical potential of a cluster to that of $m$ donors and $m$ electrons. One such pair contributes, apart from constants,

$$(k_BT_a\ln C+e\phi)+(-e\phi+k_BT_a\,\eta)=k_BT_a\ln(Ce^{\eta}).$$

Hence $N\propto(Ce^\eta)^m$ and $d\ln N/d\ln C=mh$. With $S=m^2N/C$ as before,

$$\frac{dT}{dC}=1+m\,\frac{N}{C}\,mh=1+hS,\qquad D_{\rm eff}=\frac{hD}{1+hS}.\tag{4}$$

For weak clustering the diffusivity is enhanced by $h$. For $hS\gg1$ the factor $h$ cancels.

To find $h$, assume local neutrality, $n=C+p$, and nondegenerate carriers, $np=n_i^2$. Then $n=\tfrac12(C+\sqrt{C^2+4n_i^2})$ and $\eta=\ln n+\text{const}$. Differentiation gives $dn/dC=n/\sqrt{C^2+4n_i^2}$, so that

$$h=1+\frac{C}{\sqrt{C^2+4n_i^2}} .$$

With a rough $n_i=10^{19}\ \mathrm{cm^{-3}}$, $h=1.995$ at $C_r$. Keeping $S=4$ there, (4) exceeds the uncharged result by the factor $h(1+S)/(1+hS)=9.98/8.98=1.11$. If the quoted $D$ already contains $h$, only the denominator changes, and the factor is $5/8.98=0.56$. It therefore matters which diffusivity has been tabulated.

At 1273 K, a density-of-states mass of 1.1 free electron masses gives a band density of $2.5\times10^{20}\ \mathrm{cm^{-3}}$, close to $C_r$, so the electrons are mildly degenerate. Fermi statistics raises $h$ to 2.27, but the first factor becomes only 1.13, because $h$ nearly cancels.

**(g) How does the example stand beside a real case, and which assumptions matter for the depth?**

*Solution.* The parameters are round values in the regime of heavy arsenic doping of silicon near 1000 °C. They are rough and do not amount to a fitted description of it. The diffusivity of arsenic increases with electron density. Commonly tabulated values at this temperature are roughly three times larger than the chosen $D$ at $C_r$ and several times smaller than it in intrinsic material, so the depths below show trends and are not predictions for arsenic. Taking $D\propto n$, with its value at $C_r$ held fixed, reduces the final depth from 208 to 158 nm. Adding the field and electron binding of part (f), with $N$ at $C_r$ also held fixed and $D$ taken not to contain $h$ already, gives 182 nm. This value assumes nondegenerate carriers, and Fermi statistics deepens it by two to three nanometres. It also assumes local neutrality, which is only roughly met here, because the steepened front is just a few Debye lengths wide. The constant $D$ and the neglect of charge thus both matter for the depth: the advance of 87 nm becomes 37 nm when the first is given up, and 61 nm when both are. The constant $D$ is not a fault of (2), which allows $D$ to depend on $C$. With $D\propto n$, formula (2) still agrees with the two-species kinetics within 0.05 % of $T_0$.

Two further limits concern the clusters. The dopant occupies about 0.8 % of the lattice sites, so the dilute mass-action law is reasonable as far as site filling is concerned. Arsenic clusters in silicon can, however, contain vacancies. Their equilibrium constant then depends on the local vacancy density, and where that density varies, the term in $\partial_xK$ from part (b) must be kept. The example does not size this effect. The value of $k_r$ is likewise a choice, and at lower temperature or for sharper profiles the condition from (3) has to be examined again.

## Calculated quantities

```
cluster size m = 4
monomer diffusivity D = 1.0e-14 cm2/s
equilibrium constant K = 3.125e-62 cm^9
anneal: 1800 s at 1273.15 K
layer depth 100 nm, edge width 15 nm
initial peak total = 4.0e+20 cm^-3
C (cm^-3), total (cm^-3), mobile fraction, D_eff (cm2/s):
  5.00e+19  5.0781e+19  0.9846  9.412e-15
  1.00e+20  1.1250e+20  0.8889  6.667e-15
  2.00e+20  4.0000e+20  0.5000  2.000e-15
S at C = 2.0e+20 cm^-3: 4.000
tagged-atom diffusivity there = 5.000e-15 cm2/s
Depth where total = 1e19 cm^-3:
  before anneal            120.8 nm
  two-species kinetics     207.9 nm
  D_eff formula            207.9 nm
  no clusters              219.4 nm
  D ~ electron density     158.0 nm
  same + field + binding   182.2 nm
Total in first cell (1 nm deep) after anneal:
  D_eff formula            3.997e+20 cm^-3
  no clusters              3.597e+20 cm^-3
total sheet dose = 4.000e+15 cm^-2
active dose before = 2.107e+15 cm^-2
active dose after  = 2.450e+15 cm^-2
Largest profile error against kinetics, % of initial peak:
  formula with m^2         0.050 %
  formula with m           8.94 %
  m^2, D varying with C    0.043 %
false dose gain, D_eff outside: 1.41 %/min
Neglected effects at C = C_ref:
  cluster dissolution rate 0.10 1/s
  finite-rate slowdown     0.71 %
  D_eff gain, D_cl = D/100 4.00 %
  intrinsic density n_i    1.0e+19 cm^-3
  field factor h           1.995
  D_eff ratio, field+bind  1.111
  D_eff ratio, bind only   0.557
  electron mass ratio      1.10
  band density N_c         2.53e+20 cm^-3
  h with degeneracy        2.273
  D_eff ratio, degenerate  1.126
  lattice site density     5.0e+22 cm^-3
  dopant site fraction     0.80 %
```
